# Mermin's number-conserving damping: Drude and static Lindhard limits of one response, part 1

(Sections cited here and not found follow in the second part.)

## First half: from uniform drift to a number-conserving response

### What symmetry and dimensions fix

A uniform electron gas of number density $n$ and electron mass $m$ feels a weak potential energy $V e^{i(\mathbf q\cdot\mathbf r-\omega t)}$. Translation invariance makes the density change a wave of the same $\mathbf q$ and $\omega$, so to first order $\delta n=\chi V$ with one number $\chi(q,\omega)$. Isotropy makes $\chi$ a function of $q^2$.

Suppose first that $q\to0$ while $\omega\neq0$. A uniform potential energy exerts no force and creates no electrons, so $\chi$ must vanish there. If it is smooth in $q^2$, it starts as $q^2$. In uniform drift the ingredients are inertia and friction, the latter with a rate $\gamma$. Dimensions then leave

$$\chi\to\frac{nq^2}{m\omega^2}\,\Phi(\gamma/\omega),\qquad \Phi(0)=1,$$

where $\Phi(0)=1$ is free acceleration.

Suppose instead that $\omega=0$ while $q\neq0$. The gas then settles into equilibrium in the potential. An equilibrium state is set by the Hamiltonian, the chemical potential $\mu$ and the temperature, and not by the rate at which it is approached. Hence $\chi(q,0)$ cannot contain $\gamma$, provided the relaxing agent leaves the Hamiltonian of the gas unchanged, as it does in the model below. Real scatterers such as disorder also enter the Hamiltonian and can shift the static response itself when $\hbar\gamma$ is not small against the Fermi energy; that effect lies outside the model.

A damped response must satisfy both demands. The one derived here is Mermin's. With $\varepsilon_L$ the undamped Lindhard permittivity, continued to complex frequency, and $z=\omega+i\gamma$, it reads

$$\varepsilon_M(q,\omega)=1+\frac{z\,[\varepsilon_L(q,z)-1]}{\omega+i\gamma\,\dfrac{\varepsilon_L(q,z)-1}{\varepsilon_L(q,0)-1}}. \tag{1}$$

The claims are that $\varepsilon_M\to1-\omega_p^2/[\omega(\omega+i\gamma)]$ for $q\to0$ at fixed $\omega\neq0$, and that $\varepsilon_M\to\varepsilon_L(q,0)$ for $\omega\to0$ at fixed $q\neq0$, whatever the constant $\gamma>0$. Here $\omega_p^2=ne^2/(\varepsilon_0m)$.

The model is an unpolarized gas with a parabolic band in the random-phase approximation: each electron responds independently to the total potential, external plus induced. From here on $V$ means that total. An electron density $\delta n$ produces the electrostatic potential $-e\,\delta n/(\varepsilon_0q^2)$, hence the potential energy $V_{\rm ind}=e^2\delta n/(\varepsilon_0q^2)$. Since $\varepsilon=V_{\rm ext}/V=(V-V_{\rm ind})/V$,

$$\varepsilon=1-\frac{e^2}{\varepsilon_0q^2}\,\chi. \tag{2}$$

### The simplest case: drift with friction

Let every electron have the drift velocity $v$ along $\mathbf q$, and neglect pressure. The force is $-\nabla V$, so

$$-i\omega mv=-iqV-m\gamma v .$$

Collecting $v$ gives $m(\gamma-i\omega)v=-iqV$. Because $\gamma-i\omega=-i(\omega+i\gamma)=-iz$, this is $v=qV/(mz)$. The linearized continuity equation, $-i\omega\,\delta n+iqnv=0$, adds $\delta n=nqv/\omega$. Together,

$$\chi=\frac{nq^2}{m\,\omega z},\qquad \varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)}. \tag{3}$$

This is the Drude permittivity, and $\Phi=\omega/z$. The two frequency factors have different origins. The factor $1/z$ comes from momentum, which decays by friction. The factor $1/\omega$ comes from continuity, which contains no decay. A theory that damps both factors has lost electrons.

Friction here means that momentum passes to something outside the gas, such as disorder or vibrations. Collisions among the electrons alone would cancel in the total momentum and could not damp a uniform drift in a parabolic band.

### The static counterpart

In a static, slowly varying potential the sum of the local chemical potential and $V$ is uniform, so $\delta\mu=-V$. At zero temperature $n=k_F^3/(3\pi^2)$ and $E_F=\hbar^2k_F^2/(2m)$, which means $n\propto E_F^{3/2}$. The density responds as $\delta n=N_0\,\delta\mu$ with

$$N_0=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{mk_F}{\pi^2\hbar^2}.$$

Hence $\chi=-N_0$ and $\varepsilon=1+k_{TF}^2/q^2$, with $k_{TF}^2=e^2N_0/\varepsilon_0$. This is Thomas–Fermi screening, free of $\gamma$ as required. It is a long-wave result; its extension to any $q$ needs quantum states.

### Generalization: relaxation to the undisturbed state

Let $\rho$ be the one-electron density matrix in plane waves $|\mathbf k\rangle$ of energy $e_k=\hbar^2k^2/(2m)$, and let $\rho_0$ be diagonal with Fermi occupations $f_k$. The simplest kinetic equation with relaxation is

$$i\hbar\,\partial_t\rho=[H_0+V,\rho]-i\hbar\gamma(\rho-\rho_0).$$

Write $\delta\rho_k=\langle\mathbf k+\mathbf q|\delta\rho|\mathbf k\rangle$ and $\Delta_k=e_{k+q}-e_k$. In a volume $\Omega$, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ in $\langle\mathbf r|\delta\rho|\mathbf r\rangle$ is $\Omega^{-1}\sum_k\delta\rho_k$, and spin doubles it: $\delta n=(2/\Omega)\sum_k\delta\rho_k$.

To first order the commutators have the elements $\langle\mathbf k+\mathbf q|[H_0,\delta\rho]|\mathbf k\rangle=\Delta_k\,\delta\rho_k$ and $\langle\mathbf k+\mathbf q|[V,\rho_0]|\mathbf k\rangle=(f_k-f_{k+q})V$. The time derivative gives $\hbar\omega\,\delta\rho_k$. Moving the relaxation term to the left turns $\omega$ into $z$:

$$(\hbar z-\Delta_k)\,\delta\rho_k=(f_k-f_{k+q})V. \tag{4}$$

Dividing and summing,

$$\delta n=\chi(q,z)V,\qquad \chi(q,z)=\frac2\Omega\sum_k\frac{f_k-f_{k+q}}{\hbar z-\Delta_k}. \tag{5}$$

This is the Lindhard response with $\omega$ replaced by $\omega+i\gamma$. The bare substitution therefore has a definite meaning: relaxation to the undisturbed, uniform gas.

### Testing the bare substitution

**Continuity.** Sum (4) over $\mathbf k$. Relabelling $\mathbf k+\mathbf q\to\mathbf k$ in one term shows that $\sum_k(f_k-f_{k+q})=0$. Also $\Delta_k=(\hbar^2/m)\,\mathbf q\cdot(\mathbf k+\mathbf q/2)$, while the current density is

$$\mathbf j=\frac2\Omega\sum_k\frac{\hbar}{m}\left(\mathbf k+\frac{\mathbf q}2\right)\delta\rho_k .$$

Thus $(2/\Omega)\sum_k\Delta_k\delta\rho_k=\hbar\,\mathbf q\cdot\mathbf j$, and the sum of (4) is $(\omega+i\gamma)\,\delta n=\mathbf q\cdot\mathbf j$. In real time this reads $\partial_t\delta n+\nabla\cdot\mathbf j=-\gamma\,\delta n$. Surplus electrons disappear at the rate $\gamma$ and missing ones are replaced, without any current to carry them.

**Long waves.** Split (5) into its two terms and shift $\mathbf k+\mathbf q\to\mathbf k$ in the second. With $a_k=\hbar z-\hbar^2\mathbf k\cdot\mathbf q/m$ and $b=\hbar^2q^2/(2m)$,

$$\chi(q,z)=\frac2\Omega\sum_kf_k\left[\frac1{a_k-b}-\frac1{a_k+b}\right]=\frac2\Omega\sum_kf_k\,\frac{2b}{a_k^2-b^2}. \tag{6}$$

Put $s=\mathbf v_k\cdot\mathbf q/z$ with $\mathbf v_k=\hbar\mathbf k/m$, so that $a_k=\hbar z(1-s)$. For small $q$, $(1-s)^{-2}=1+2s+3s^2+\dots$, while the term $b^2$ enters at relative order $q^4$. The average of $s$ over the Fermi sphere is zero. The average of $s^2$ is $q^2\langle v^2\rangle/(3z^2)$, and at zero temperature $\langle v^2\rangle=\tfrac35v_F^2$. Since $2b/\hbar^2=q^2/m$,

$$\chi(q,z)=\frac{nq^2}{mz^2}\left[1+\frac{3v_F^2q^2}{5z^2}+\dots\right]. \tag{7}$$

The bare substitution therefore tends to $1-\omega_p^2/(\omega+i\gamma)^2$ instead of (3). Both frequency factors are damped. As $\omega\to0$ this stays finite, so the gas has no direct-current conductivity, whereas (3) diverges as $i\omega_p^2/(\gamma\omega)$, the mark of a conductor.

**Static field.** Put $z=i\gamma$ in (5) and replace $\mathbf k$ by $-\mathbf k-\mathbf q$. Both $\Delta_k$ and $f_k-f_{k+q}$ change sign. Averaging the two forms of the sum gives

$$-\chi(q,i\gamma)=\frac2\Omega\sum_k\frac{(f_k-f_{k+q})\,\Delta_k}{\Delta_k^2+\hbar^2\gamma^2}. \tag{8}$$

Occupation falls with energy, so no term is negative. Each nonzero term is smaller than its value at $\gamma=0$. The bare substitution therefore underestimates static screening for every $\gamma>0$, and it makes an equilibrium property depend on a rate. Its long-wave response does vanish as $q^2$, but with the wrong dependence on $\gamma$, because number is not conserved; and it fails the static demand of the opening argument.

### The cure: relaxation to local equilibrium

Collisions that conserve number locally can remove a current, but they cannot remove a density wave directly. They drive the gas towards an equilibrium having the density actually present. Let this target be

$$\rho_{\rm loc}=f\big(H_0-\mu-\delta\mu(\mathbf r,t)\big),$$

where $f$ is now the Fermi function of an operator and $\delta\mu$ is a wave with the same $\mathbf q$ and $\omega$.

Its first-order matrix elements follow from one fact: a function of an operator commutes with that operator. For $H_0+U$, the first-order part of $[H_0+U,\,f(H_0+U)]=0$ is $[H_0,\delta f]+[U,\rho_0]=0$, or $\Delta_k\,\delta f_k+(f_k-f_{k+q})U=0$. Setting $U=-\delta\mu$,

$$\delta\rho_{{\rm loc},k}=\frac{f_k-f_{k+q}}{\Delta_k}\,\delta\mu. \tag{9}$$

Where $\Delta_k=0$, the quotient is understood as its limit. By (8), the $\gamma\to0$ static response is $\chi(q,0)=-(2/\Omega)\sum_k(f_k-f_{k+q})/\Delta_k$. Summing (9) therefore gives

$$\delta n_{\rm loc}=-\chi(q,0)\,\delta\mu. \tag{10}$$

The sign is right: $\chi(q,0)<0$, so raising the chemical potential adds electrons.

With $\rho_{\rm loc}$ in place of $\rho_0$, equation (4) gains a source:

$$(\hbar z-\Delta_k)\,\delta\rho_k=(f_k-f_{k+q})V+i\hbar\gamma\,\delta\rho_{{\rm loc},k}. \tag{11}$$

Its sum is $z\,\delta n=\mathbf q\cdot\mathbf j+i\gamma\,\delta n_{\rm loc}$. Continuity, $\omega\,\delta n=\mathbf q\cdot\mathbf j$, holds if and only if $\delta n_{\rm loc}=\delta n$. Together with (10), this fixes

$$\delta\mu=-\delta n/\chi(q,0). \tag{12}$$

### Solving for the density

Divide (11) by $\hbar z-\Delta_k$, insert (9) and sum. The new term contains a product of denominators, which separates as

$$\frac1{\Delta_k(\hbar z-\Delta_k)}=\frac1{\hbar z}\left[\frac1{\Delta_k}+\frac1{\hbar z-\Delta_k}\right].$$

Abbreviate $\chi_z=\chi(q,z)$ and $\chi_0=\chi(q,0)$. Weighted with $f_k-f_{k+q}$, the first bracketed term sums to $-\chi_0$ and the second to $\chi_z$. Therefore

$$\delta n=\chi_zV+\frac{i\gamma}{z}(\chi_z-\chi_0)\,\delta\mu
=\chi_zV-\frac{i\gamma}{z}\left(\frac{\chi_z}{\chi_0}-1\right)\delta n .$$

Multiply by $z$ and collect $\delta n$. Its coefficient is $z-i\gamma+i\gamma\chi_z/\chi_0$, and $z-i\gamma=\omega$. The response is

$$\chi_M(q,\omega)=\frac{z\,\chi_z}{\omega+i\gamma\,\chi_z/\chi_0}. \tag{13}$$

By (2), each $\varepsilon_L-1$ is the same factor $-e^2/(\varepsilon_0q^2)$ times its $\chi$. The factor cancels in the ratio, and (13) becomes (1). For $\gamma\to0$ it returns the Lindhard response.

The static claim can also be seen without (13). At $\omega=0$ try $\delta\mu=-V$ and $\delta\rho=\delta\rho_{\rm loc}$. The terms with $\gamma$ in (11) cancel, and what remains, $-\Delta_k\,\delta\rho_k=(f_k-f_{k+q})V$, is (9) itself. The static Lindhard state is already a local equilibrium, so relaxation has nothing to change.

### A test on a small ring

The linear algebra can be tested against the full time-dependent equation. Take a ring with $\hbar=m=1$ and 37 momenta from $-5.4$ to $5.4$ in steps of $0.3$. Choose $\mu=1$, $k_BT=0.5$, $\gamma=0.5$, $q=0.9$ and $\omega=0.7$. A weak real wave of amplitude $10^{-3}$ in its $e^{iqx}$ component acts for a time of 50, and each local equilibrium is found by diagonalization. The response is $\sum_k\delta\rho_k/V$, without spin or volume factors.

The propagated response is $-4.187-3.347i$, and (13) gives the same digits. The ratio $qj/(\omega\,\delta n)$ is 1 for the conserving equation. For relaxation to $\rho_0$ it is $1+0.714i$, as $1+i\gamma/\omega=1+0.5i/0.7$ requires. In a static wave the conserving equation reaches the true static response, while the bare one reaches 0.703 of it.

## Second half: the two limits, their meeting point and a resist

### Symbols and results carried over

The potential energy $V$ varies as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$; $\gamma$ is the relaxation rate and $z=\omega+i\gamma$. The gas has density $n$, Fermi wavevector $k_F$, Fermi velocity $v_F=\hbar k_F/m$ and $N_0=3n/(2E_F)$. The density response $\chi$ gives $\varepsilon=1-e^2\chi/(\varepsilon_0q^2)$; also $\omega_p^2=ne^2/(\varepsilon_0m)$ and $k_{TF}^2=e^2N_0/\varepsilon_0$. With $\chi_z=\chi(q,z)$ and $\chi_0=\chi(q,0)$ the Lindhard responses at $z$ and at zero frequency, the conserving response is (13), $\chi_M=z\chi_z/(\omega+i\gamma\chi_z/\chi_0)$. The sums (6), (7) and (8) for $\chi(q,z)$ are used below.

Relaxation to a local equilibrium with the density actually present conserves electron number and leads to Mermin's response (13), equivalent to (1). It remains to evaluate the Lindhard function at complex frequency, to derive the two limits and see where they meet, and to apply the result to a resist.

Numbers in the example were calculated in double precision.
